\section*{Voltage noise at fixed electrode charge and the two elastances}

\section*{Setting}

Two electrodes carry charges $+Q$ and $-Q$. The positions of all nuclei that can move, in the electrodes and between them, are collected in $R$. The electrons follow the nuclei adiabatically: for each $Q$ and $R$ they take the state of lowest energy, and the charge on each electrode spreads out accordingly. The resulting energy is $U(Q,R)$. The nuclei are classical and in equilibrium at temperature $T$, with $\beta=1/kT$. Their kinetic energy and the region open to them do not depend on $Q$. Angle brackets denote the canonical average at fixed $Q$ unless stated otherwise. Gaussian units are used in the algebra.

An elastance is a derivative of voltage with respect to charge, the inverse of a capacitance in a linear system. Two of them are needed:
\begin{equation}
S_f(Q,R)=\left(\frac{\partial V}{\partial Q}\right)_R,\qquad
S_r(Q)=\frac{d\langle V\rangle}{dQ}.
\label{eq:defs}
\end{equation}
The first is measured with the ions frozen, the second after they have come to equilibrium at the new charge.

\section*{(a) The instantaneous voltage}

\emph{Express the voltage $V(Q,R)$ at one ionic configuration through $U$.}

\textbf{Solution.} Hold $R$ fixed and carry a small charge $dQ$ from the negative to the positive electrode. The work done is $V\,dQ$. No ion moves, and the electrons pass from one ground state to the next, so all this work goes into $U$:
\begin{equation}
V(Q,R)=\left(\frac{\partial U}{\partial Q}\right)_R .
\label{eq:V}
\end{equation}
The adjustment of the electrons adds no term. Let $s$ stand for the electronic variables and let $U(Q,R)=\min_s E(Q,R,s)=E(Q,R,s^*)$. Then
\begin{equation}
\frac{\partial U}{\partial Q}
=\frac{\partial E}{\partial Q}\bigg|_{s^*}
+\frac{\partial E}{\partial s}\bigg|_{s^*}\frac{\partial s^*}{\partial Q}
=\frac{\partial E}{\partial Q}\bigg|_{s^*},
\end{equation}
because $\partial E/\partial s=0$ at the minimum. The electronic response does enter the second derivative $S_f=\partial^2U/\partial Q^2$, since $s^*$ shifts with $Q$. This $V$ contains no noise from the electrons or from an external circuit.

\section*{(b) The mean voltage}

\emph{Relate $\langle V\rangle$ to the free energy at fixed charge.}

\textbf{Solution.} The momentum integral is a factor independent of $Q$ and may be dropped. With
\begin{equation}
Z(Q)=\int dR\,e^{-\beta U(Q,R)},\qquad F(Q)=-kT\ln Z(Q),
\end{equation}
differentiation under the integral, whose limits do not depend on $Q$, gives
\begin{equation}
\frac{dZ}{dQ}=-\beta\int dR\,V e^{-\beta U}=-\beta Z\langle V\rangle,
\qquad
\frac{dF}{dQ}=-\frac{kT}{Z}\frac{dZ}{dQ}=\langle V\rangle .
\label{eq:Zp}
\end{equation}

\section*{(c) The variance and its sign}

\emph{Find how the variance of $V$ is related to $S_f$ and $S_r$. Does positivity of the variance force $S_r$ to be positive?}

\textbf{Solution.} Write $\langle V\rangle=Z^{-1}\int dR\,Ve^{-\beta U}$. The charge appears in $V$, in the weight and in $Z$:
\begin{align}
S_r&=\frac1Z\int dR\left(\frac{\partial V}{\partial Q}-\beta V^2\right)e^{-\beta U}
-\frac{1}{Z^2}\frac{dZ}{dQ}\int dR\,Ve^{-\beta U}\nonumber\\
&=\langle S_f\rangle-\beta\langle V^2\rangle+\beta\langle V\rangle^2 ,
\end{align}
where (\ref{eq:Zp}) was used in the last term. Therefore
\begin{equation}
\boxed{\;\langle V^2\rangle-\langle V\rangle^2
=kT\left[\langle S_f\rangle-S_r\right]\;}
\label{eq:main}
\end{equation}
The positive order is frozen minus relaxed. Ionic relaxation lowers the voltage needed to add charge, so $S_r\le\langle S_f\rangle$.

Positivity of the variance bounds $S_r$ from above and not from below. A dimensionless model with one ion coordinate $x$ and one electronic coordinate $s$ shows this:
\begin{equation}
E=\tfrac32(Q-x-s)^2+\tfrac12(1.5+0.4x^2)s^2+0.2\,s^4+w(x).
\end{equation}
Here $S_f$ depends on $x$, so its average matters. The variance was integrated over $x$, and $S_r$ was found separately by differentiating the mean voltage numerically. At $kT=1$:
\begin{itemize}
\item For $w=0.3x^2+0.1x^4$ and $Q=0.7$, the variance is $0.644$, and $\langle S_f\rangle-S_r=1.229-0.585=0.644$.
\item For the double well $w=(x^2-1.5^2)^2$ and $Q=0.2$, the variance is $3.044$, and $\langle S_f\rangle-S_r=1.537-(-1.507)=3.044$.
\end{itemize}
In the second case $S_r<0$: added charge shifts the population towards the well of lower voltage, and this outweighs the frozen response. Fixed charge permits such a state. Let $V$ now be a constant equal to the mean voltage at that charge. Since $F''=S_r$, the function $F(Q)-QV$ has a local maximum there and not a minimum. If an ideal voltage source supplies this $V$ and the charge is sampled thermally, with weight $e^{-\beta(F-QV)}$, that charge is locally the least probable one.

\section*{(d) Low temperature}

\emph{Show that near a single stable minimum the relaxed elastance becomes that of the energy-minimized structure, and find what relaxation removes.}

\textbf{Solution.} Let $R_0(Q)$ be the minimum and define there
\begin{equation}
g=\frac{\partial^2U}{\partial R\,\partial Q}=\frac{\partial V}{\partial R},
\qquad H=\frac{\partial^2U}{\partial R\,\partial R},
\end{equation}
with $H$ positive definite. Differentiating the condition $\partial U/\partial R=0$ along $R_0(Q)$ gives
\begin{equation}
g+H\frac{dR_0}{dQ}=0,\qquad \frac{dR_0}{dQ}=-H^{-1}g .
\end{equation}
The voltage of the minimized structure therefore has the slope
\begin{equation}
\frac{d}{dQ}V(Q,R_0)=S_f+g^{T}\frac{dR_0}{dQ}=S_f-g^{T}H^{-1}g .
\label{eq:schur}
\end{equation}
The thermal side agrees. To leading order $\delta V=g^T\delta R$, and the Gaussian weight $\exp(-\beta\,\delta R^TH\delta R/2)$ has $\langle\delta R\,\delta R^T\rangle=kT\,H^{-1}$. Hence $\mathrm{var}\,V=kT\,g^TH^{-1}g$, which with (\ref{eq:main}) gives (\ref{eq:schur}) again. If $U$ is quadratic in $Q$ and $R$ together, these expressions hold at any temperature in the classical regime.

With anharmonic ions the two relaxed elastances can differ. For the single well above, minimization gives $0.4847$. The thermal value is $0.4850$ at $kT=0.002$ but $0.585$ at $kT=1$. Using the minimized value in (\ref{eq:main}) at $kT=1$ would give a variance of $1.2295-0.4847=0.745$, about $16\%$ above the true $0.644$.

\section*{(e) The counterpart at fixed voltage}

\emph{Let the voltage be held at $V$ while the electrode charge follows the ions adiabatically. Find the variance of the charge.}

\textbf{Solution.} Assume that $S_f>0$ and that $U-QV$ has a minimum in $Q$ at each $R$. Since $S_f>0$, this minimum is the only one. The ions then move in the potential
\begin{equation}
W(V,R)=\min_Q\left[U(Q,R)-QV\right],\qquad
\left(\frac{\partial W}{\partial V}\right)_R=-Q(V,R),
\end{equation}
where the derivative follows from the argument of part (a). Let $C_f=(\partial Q/\partial V)_R$ and $C_r=d\langle Q\rangle_V/dV$, with averages weighted by $e^{-\beta W}$. The derivative of this weight is $+\beta Qe^{-\beta W}$, so the steps of part (c) give
\begin{equation}
C_r=\langle C_f\rangle_V+\beta\left(\langle Q^2\rangle_V-\langle Q\rangle_V^2\right),
\qquad
\mathrm{var}\,Q=kT\left[C_r-\langle C_f\rangle_V\right].
\end{equation}
The order is reversed because relaxation raises a capacitance. The single-well model at $V=0.5$, $kT=1$ gives $\mathrm{var}\,Q=0.675$ and $C_r-\langle C_f\rangle_V=1.516-0.840$, equal to it within rounding.

If the charge is itself sampled thermally, it has an extra spread about $Q(V,R)$. For constant $C_f$ the extra energy is $(\delta Q)^2/2C_f$, which adds $kT\,C_f$ to the variance. The total is then $kT\,C_r$. A simulation must therefore state which of the two charges it records.

\section*{(f) A polar film}

\emph{A film of area $A$ and thickness $L$ consists of $N$ layers of thickness $d=L/N$ between ideal metal plates. Layer $n$ has ionic polarization $p_n$ and electronic polarization $s_n$, with susceptibilities $\chi_i$ and $\chi_e$, and neighbouring layers are coupled. Find both elastances and the voltage noise.}

\textbf{Solution.} Gauss's law fixes $D=4\pi Q/A$ in every layer, and the field is $X_n=D-4\pi(p_n+s_n)$. The energy is
\begin{equation}
E=Ad\sum_n\left[\frac{X_n^2}{8\pi}+\frac{p_n^2}{2\chi_i}+\frac{s_n^2}{2\chi_e}\right]
+\frac{AdJ}{2}\sum_n(p_n-p_{n+1})^2 .
\end{equation}
Its charge derivative is the expected sum of field times thickness:
\begin{equation}
V=\frac{\partial E}{\partial Q}=Ad\sum_n\frac{X_n}{4\pi}\,\frac{4\pi}{A}=d\sum_nX_n .
\end{equation}
Minimizing over $s_n$ gives $-X_n+s_n/\chi_e=0$. Inserting $s_n=\chi_eX_n$ in the definition of $X_n$,
\begin{equation}
X_n=\frac{D-4\pi p_n}{\varepsilon_\infty},\qquad \varepsilon_\infty=1+4\pi\chi_e .
\end{equation}
At frozen $p_n$ each field changes by $4\pi\,dQ/(A\varepsilon_\infty)$, so
\begin{equation}
S_f=\frac{4\pi L}{A\,\varepsilon_\infty}.
\end{equation}
When the ions relax as well, a uniform solution exists, for which the coupling exerts no force. Then $p=\chi_iX$ and
\begin{equation}
X=\frac{D}{\varepsilon_0},\quad \varepsilon_0=1+4\pi(\chi_e+\chi_i),\qquad
S_r=\frac{4\pi L}{A\,\varepsilon_0}.
\end{equation}
The energy is quadratic, so by part (d) this is also the thermal $S_r$. Equation (\ref{eq:main}) gives
\begin{equation}
\mathrm{var}\,V=kT\,\frac{4\pi L}{A}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right).
\label{eq:film}
\end{equation}

A direct count of the fluctuations confirms it. Put $p_n=\bar p+\eta_n$ with $\sum_n\eta_n=0$. Then $V=L(D-4\pi\bar p)/\varepsilon_\infty$ depends on $\bar p$ alone. With $s_n$ eliminated, the field and electronic terms sum to $(D-4\pi p_n)^2/(8\pi\varepsilon_\infty)$. The part of the energy quadratic in $\bar p$ is therefore
\begin{equation}
\frac{AL}{2}\left(\frac1{\chi_i}+\frac{4\pi}{\varepsilon_\infty}\right)\bar p^{\,2}
=\frac{AL}{2}\,\frac{\varepsilon_0}{\chi_i\varepsilon_\infty}\,\bar p^{\,2},
\label{eq:stiff}
\end{equation}
with no cross term to $\eta_n$ and no contribution from $J$. Equipartition gives $\mathrm{var}\,\bar p=kT\chi_i\varepsilon_\infty/(AL\varepsilon_0)$, and
\begin{equation}
\mathrm{var}\,V=\frac{16\pi^2L^2}{\varepsilon_\infty^2}\,\frac{kT\chi_i\varepsilon_\infty}{AL\varepsilon_0}
=kT\,\frac{4\pi L}{A}\,\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_0\varepsilon_\infty},
\end{equation}
since $4\pi\chi_i=\varepsilon_0-\varepsilon_\infty$. The noise vanishes without ionic polarizability. For $\varepsilon_0\to\infty$ it saturates at $kT\,4\pi L/(A\varepsilon_\infty)$, although the mean voltage at given charge then goes to zero.

\section*{(g) Numbers for a supercell}

\emph{Evaluate the film for $L=3$ nm, $A=4$ nm$^2$, $T=300$ K, $\varepsilon_\infty=3.0$, $\varepsilon_0=5.6$ and a charge density of $0.1\ \mu$C/cm$^2$. How many independent samples give $S_r$ to $5\%$ from one run at fixed charge?}

\textbf{Solution.} With $e^2=1.440$ eV\,nm, the vacuum elastance is $4\pi(1.440)(3)/4=13.57$ V per elementary charge. Then
\begin{equation}
S_f=\frac{13.57}{3.0}=4.524\ \mathrm{V}/e,\quad
S_r=\frac{13.57}{5.6}=2.423\ \mathrm{V}/e,\quad
S_f-S_r=2.100\ \mathrm{V}/e .
\end{equation}
With $kT=25.85$ meV the variance is $0.02585\times2.100=0.0543$ V$^2$, an rms noise of $0.233$ V, or $233$ mV. The electrode charge is $0.02497\,e$ and the mean voltage $0.02497\times2.423$ V $=60.5$ mV, about a quarter of the noise. In this linear film the noise does not depend on $Q$. At the same thickness and temperature it falls as $A^{-1/2}$, to $0.47$ mV for an area of $1\ \mu$m$^2$.

Equation (\ref{eq:main}) can be read as an estimator, $S_r=\langle S_f\rangle-\mathrm{var}\,V/kT$. For $n$ independent Gaussian samples, the summed squared deviations from the sample mean, divided by the variance, are a sum of $n-1$ squared unit Gaussians. Each has variance $3-1=2$, so the relative error of the sampled variance is $\sqrt{2/(n-1)}\approx\sqrt{2/n}$. With $S_f$ known,
\begin{equation}
\frac{\delta S_r}{S_r}=\left(\frac{S_f}{S_r}-1\right)\sqrt{\frac2n},\qquad
n=2\left(\frac{0.8667}{0.05}\right)^2\approx601 .
\end{equation}
In 1000 simulated sets of 601 random draws, the standard deviation of the estimates was $5.2\%$ of $S_r$. Successive steps of a trajectory are correlated, so more than 601 of them are needed.

\section*{(h) Quantum nuclei and the real film}

\emph{The transverse optical quantum of the film is $7.5$ meV. Find the quantum correction to the noise, and judge the other idealizations.}

\textbf{Solution.} At fixed voltage the mean field is fixed, and the stiffness of $\bar p$ is $1/\chi_i$ per volume. At fixed charge it is $\varepsilon_0/(\chi_i\varepsilon_\infty)$ by (\ref{eq:stiff}). The inertia is the same, so
\begin{equation}
\omega_{LO}=\omega_{TO}\sqrt{\varepsilon_0/\varepsilon_\infty},\qquad
\hbar\omega_{LO}=7.5\sqrt{5.6/3.0}=10.2\ \mathrm{meV}.
\end{equation}
A quantum oscillator has mean potential energy $(\hbar\omega/4)\coth(\hbar\omega/2kT)$ in place of $kT/2$. The variance is multiplied by
\begin{equation}
x\coth x,\qquad x=\frac{\hbar\omega_{LO}}{2kT}=0.198,
\end{equation}
which is $1.013$, a correction of $1.3\%$. For $kT\ll\hbar\omega_{LO}$ the classical result fails: the variance tends to $(S_f-S_r)\hbar\omega_{LO}/2$ and not to zero.

The parameters are rough values in the regime of caesium iodide, whose soft lattice vibrations justify classical ions at room temperature. The thickness is that of a supercell; films used as scintillators are far thicker. Of the corrections estimated here, the largest one to $S_r$ comes from imperfect screening in the metal. A rough screening length of $0.05$ nm per electrode acts as a series gap and adds $0.45$ V/$e$ to both elastances. This raises $S_r$ by $19\%$ but cancels from the variance, provided the metal responds linearly and independently of the ions. Thickness fluctuations follow from $YA(\delta L)^2/2L$. With a rough modulus $Y=20$ GPa their rms is $\sqrt{kTL/YA}=12$ pm, which at fixed permittivity changes the mean voltage by $60.5\times0.0125/3$ mV $=0.25$ mV, far below $233$ mV. The strain also changes the permittivity, and the effect of this on the voltage is left out here. The mean field of $0.20$ MV/cm is a fifth of a rough breakdown field of $1$ MV/cm. The rms noise field of $0.78$ MV/cm is an equilibrium fluctuation of $V/L$, the field averaged over the area and thickness of the cell. It is present also at $Q=0$ and is not an applied field.

Fixed charge also requires that tunnelling be slow. For a rough barrier $\phi=3$ eV and the free electron mass, $\kappa=\sqrt{2m\phi}/\hbar=8.87$ nm$^{-1}$. Taking the transmission as its exponential factor and summing over parallel wave vectors $k$, with $q^2=\kappa^2+k^2$, the conductance per area is
\begin{equation}
\frac GA=\frac{2e^2}{h}\int_\kappa^\infty\frac{q\,dq}{2\pi}\,e^{-2Lq}
=\frac{2e^2}{h}\,\frac{\kappa}{4\pi L}\left(1+\frac1{2\kappa L}\right)e^{-2\kappa L}.
\end{equation}
Dividing the capacitance per area, $1.65\ \mu$F/cm$^2$, by this gives a discharge time of order $10^8$ s for these inputs. The time depends exponentially on $\kappa L$: with half the electron mass the same formula gives only about half a minute, and with $0.3$ of it about $7$ ms. A barrier of $3$ eV also lies near the middle of a gap of about $6$ eV, where the one-band $\kappa$ is too large. The two-band factor $\sqrt{1-\phi/E_g}$ with a rough $E_g=6.2$ eV brings the time for mass $0.3\,m$ down to a few microseconds. These times are long compared with a simulation of nanoseconds, but they span many orders of magnitude and do not predict how long a real film holds its charge. Conduction through defects is left out and could shorten the time further. The main values used here are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
NONLINEAR MODEL (dimensionless, kT = 1)
single well, Q = 0.7: var V = 0.64403
  <S_f> = 1.22947, S_r = 0.58544, difference = 0.64403
double well, Q = 0.2: var V = 3.04354
  <S_f> = 1.53667, S_r = -1.50687, difference = 3.04354
single well S_r: kT=1 0.58544, kT=0.002 0.48495, minimized 0.48470
fixed voltage V = 0.5: var Q = 0.67542, C_r = 1.51572, <C_f> = 0.84030
FILM, rough caesium-iodide-like inputs
T = 300 K, kT = 25.852 meV
L = 3.0 nm, A = 4.0 nm^2, layers = 10
eps_inf = 3.0, eps_0 = 5.6
Coulomb constant e^2 = 1.43996 eV nm
vacuum elastance 4 pi L/A = 13.5713 V/e
frozen elastance S_f = 4.5238 V/e
relaxed elastance S_r = 2.4235 V/e
difference S_f - S_r = 2.1003 V/e
voltage variance = 0.05430 V^2
rms voltage noise = 0.2330 V = 233.0 mV
rms noise for 1 um^2 = 0.466 mV
relaxed capacitance = 1.653 uF/cm^2
charge density = 0.1 uC/cm^2, Q = 0.02497 e
mean voltage = 60.50 mV
samples for 5 % error of S_r = 601
observed error in 1000 runs = 5.16 %
SIZE OF NEGLECTED EFFECTS
TO quantum = 7.5 meV, LO quantum = 10.247 meV
x = 0.1982, quantum variance factor = 1.01306
mean field = 0.202 MV/cm
rough breakdown field = 1.0 MV/cm, ratio = 0.202
rms noise field, cell average = 0.777 MV/cm
screening length per electrode = 0.05 nm
screening adds 0.4524 V/e to both elastances
  relative to S_r: 18.7 %
elastic modulus = 20.0 GPa, rms thickness change = 12.46 pm
voltage noise from thickness = 0.251 mV
barrier = 3.0 eV, decay constant = 8.874 1/nm
tunnelling discharge time = 1.18e+08 s
\end{verbatim}
